# How Deep Radicals Penetrate a Narrow Pore Before Wall Recombination: a program that tests the result

```python
# Result under test: radicals in free flight inside a long cylindrical pore of
# diameter d, lost with probability gamma at each wall hit and otherwise
# re-emitted by the cosine law, have the decay length L = d/sqrt(3*gamma)
# for small gamma.
# D: Knudsen diffusion coefficient; k: first-order wall-loss rate;
# F(z): probability that one wall-to-wall flight advances by more than z;
# w(z)/J: wall impingement flux relative to the flux entering the pore mouth.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.linalg import solve_toeplitz

diameter_nm = 2.0
gamma = 1.0e-3
temperature = 300.0
mass_u = 16.0
pressure = 10.0
collision_diameter_nm = 0.3
rng = np.random.default_rng(12345)


def decay_length(d, loss_probability):
    return d / np.sqrt(3.0 * loss_probability)


def hop_tail(z):
    """F(z), with z in units of the pore diameter."""
    s = np.sqrt(z * z + 1.0)
    return 1.0 / (2.0 * s * (s + z) ** 2)


# Angular averages over cosine-law emission, lengths in pore diameters.
def angular_average(function):
    def integrand(beta, alpha):
        weight = np.sin(alpha) ** 2 * np.cos(beta) / np.pi
        return weight * function(alpha, beta)
    return dblquad(integrand, 0.0, np.pi, -np.pi / 2, np.pi / 2)[0]


norm = angular_average(lambda a, b: 1.0)
mean_chord = angular_average(lambda a, b: np.cos(b) / np.sin(a))
mean_square_hop = angular_average(
    lambda a, b: (np.cos(b) * np.cos(a) / np.sin(a)) ** 2)
assert abs(norm - 1.0) < 1e-7
assert abs(mean_chord - 1.0) < 1e-7
assert abs(mean_square_hop - 2.0 / 3.0) < 1e-7

# Hop tail from the emission angles, compared with the closed form.
for z_test in (0.2, 1.0, 5.0):
    def tail_integrand(beta):
        limit = np.arctan(np.cos(beta) / z_test)
        inner = quad(lambda a: np.sin(a) ** 2, 0.0, limit)[0]
        return np.cos(beta) * inner / np.pi
    tail_direct = quad(tail_integrand, -np.pi / 2, np.pi / 2)[0]
    assert abs(tail_direct / hop_tail(z_test) - 1.0) < 1e-6

# Mean inverse speed of molecules leaving a thermal wall.
mass = mass_u * const.atomic_mass
mean_speed = np.sqrt(8.0 * const.k * temperature / (np.pi * mass))
speed_scale = np.sqrt(2.0 * const.k * temperature / mass)
flux_norm = quad(lambda x: x ** 3 * np.exp(-x * x), 0.0, np.inf)[0]
inverse_norm = quad(lambda x: x ** 2 * np.exp(-x * x), 0.0, np.inf)[0]
mean_inverse_speed = inverse_norm / flux_norm / speed_scale
assert abs(mean_inverse_speed * mean_speed - 1.0) < 1e-8

# Transport coefficients from the formulas; D also from the hop averages.
d_m = diameter_nm * 1e-9
diffusion = d_m * mean_speed / 3.0
flight_time = mean_chord * d_m * mean_inverse_speed
diffusion_from_hops = mean_square_hop * d_m ** 2 / (2.0 * flight_time)
assert abs(diffusion_from_hops / diffusion - 1.0) < 1e-6
loss_rate = gamma * mean_speed / d_m
# Loss per flight divided by flight time is an independent rate estimate.
assert abs((gamma / flight_time) / loss_rate - 1.0) < 1e-6
length_nm = decay_length(diameter_nm, gamma)
assert abs(np.sqrt(diffusion_from_hops * flight_time / gamma) * 1e9
           / length_nm - 1.0) < 1e-6

# Random flights from the wall until recombination.
walkers = 20000
position = np.zeros(walkers)
alive = np.arange(walkers)
hits = 0
while alive.size:
    u = rng.random(alive.size)
    phi = 2.0 * np.pi * rng.random(alive.size)
    axial = np.sqrt(1.0 - u) * np.cos(phi)
    position[alive] += np.sqrt(u) * axial / (1.0 - axial ** 2)
    hits += alive.size
    alive = alive[rng.random(alive.size) >= gamma]
mean_hits = hits / walkers
length_random_nm = diameter_nm * np.sqrt(np.mean(position ** 2) / 2.0)
# Sampling error is about 0.8 percent for L and 0.7 percent for hits.
assert abs(length_random_nm / length_nm - 1.0) < 0.04
assert abs(mean_hits * gamma - 1.0) < 0.04

# First wall hit of radicals entering through the mouth.
entrants = 400000
radius = 0.5 * np.sqrt(rng.random(entrants))
phi = 2.0 * np.pi * rng.random(entrants)
sin2 = rng.random(entrants)
transverse = (-radius * np.cos(phi)
              + np.sqrt(0.25 - (radius * np.sin(phi)) ** 2))
first_depth = transverse * np.sqrt((1.0 - sin2) / sin2)
for z_test in (0.0, 0.5, 1.0):
    expected = 4.0 * quad(hop_tail, z_test, np.inf)[0]
    assert abs(np.mean(first_depth > z_test) - expected) < 0.005


# Flight-by-flight balance on the wall of a pore with an open mouth.
def solve_pore(loss_probability, step):
    scale = decay_length(1.0, loss_probability)
    count = int(20.0 * scale / step)
    offset = step * np.arange(count)
    kernel = np.empty(count)
    kernel[0] = 1.0 - 2.0 * hop_tail(step / 2)
    kernel[1:] = (hop_tail(offset[1:] - step / 2)
                  - hop_tail(offset[1:] + step / 2))
    column = -(1.0 - loss_probability) * kernel
    column[0] += 1.0
    depth = offset + step / 2
    flux = solve_toeplitz(column, hop_tail(depth))
    return depth, flux, scale


def fitted_length(depth, flux, low, high):
    chosen = (depth >= low) & (depth <= high)
    return -1.0 / np.polyfit(depth[chosen], np.log(flux[chosen]), 1)[0]


depth, flux, scale = solve_pore(gamma, 0.1)
fit = fitted_length(depth, flux, 0.5 * scale, 3.0 * scale)
# Continuum diffusion neglects corrections of relative order d/L.
assert abs(fit / scale - 1.0) < 1.0 / scale
depth_c, flux_c, _ = solve_pore(gamma, 0.2)
fit_coarse = fitted_length(depth_c, flux_c, 0.5 * scale, 3.0 * scale)
assert abs(fit_coarse / fit - 1.0) < 0.003

small_gamma = 1.0e-4
depth_s, flux_s, scale_s = solve_pore(small_gamma, 0.2)
fit_small = fitted_length(depth_s, flux_s, 0.5 * scale_s, 3.0 * scale_s)
assert abs(fit_small / scale_s - 1.0) < 1.0 / scale_s

local_near = fitted_length(depth, flux, 1.75 * scale, 2.25 * scale)
local_far = fitted_length(depth, flux, 7.75 * scale, 8.25 * scale)
assert local_far > 1.03 * local_near

mean_free_path = const.k * temperature / (
    np.sqrt(2.0) * np.pi * (collision_diameter_nm * 1e-9) ** 2 * pressure)
assert mean_free_path > 1000.0 * d_m

print(f"Pore diameter: {diameter_nm:.1f} nm")
print(f"Wall recombination probability: {gamma:.4f} (no unit)")
print(f"Temperature: {temperature:.0f} K")
print(f"Radical mass: {mass_u:.0f} u")
print(f"Gas pressure: {pressure:.0f} Pa")
print(f"Gas collision diameter: {collision_diameter_nm:.1f} nm")
print(f"Gas mean free path: {mean_free_path * 1e3:.2f} mm")
print(f"Mean chord / d: {mean_chord:.6f} (no unit)")
print(f"Mean square axial hop / d^2: {mean_square_hop:.6f} (no unit)")
print(f"Mean thermal speed: {mean_speed:.1f} m/s")
print(f"Mean flight time: {flight_time * 1e12:.3f} ps")
print(f"Knudsen diffusion coefficient: {diffusion:.3e} m^2/s")
print(f"Wall-loss rate: {loss_rate:.3e} 1/s")
print(f"Radical lifetime: {1e9 / loss_rate:.3f} ns")
print(f"Penetration depth L: {length_nm:.2f} nm")
print(f"Penetration depth L: {length_nm * 1e-9 / const.value('Bohr radius'):.0f} bohr")
print(f"L if 2 nm were the radius: {decay_length(2 * diameter_nm, gamma):.2f} nm")
print(f"Random flights, number of radicals: {walkers} (count)")
print(f"Random flights, mean wall hits: {mean_hits:.0f} (count)")
print(f"Random flights, L from variance: {length_random_nm:.1f} nm")
print(f"Integral equation, L fitted 0.5L to 3L: {fit * diameter_nm:.2f} nm")
print(f"Same fit, gamma = {small_gamma:.4f}: {fit_small * diameter_nm:.2f} nm")
print(f"Formula, gamma = {small_gamma:.4f}: {scale_s * diameter_nm:.2f} nm")
print(f"Local decay length near 2L: {local_near * diameter_nm:.2f} nm")
print(f"Local decay length near 8L: {local_far * diameter_nm:.2f} nm")
for multiple in (1, 2, 4, 8):
    value = np.exp(np.interp(multiple * scale, depth, np.log(flux)))
    print(f"At {multiple}L = {multiple * length_nm:.1f} nm: w/J = {value:.3e}, "
          f"exp(-z/L) = {np.exp(-multiple):.3e} (no unit)")
for other_gamma in (1.0e-2, 1.0e-1):
    print(f"Formula L for gamma = {other_gamma:.2f}: "
          f"{decay_length(diameter_nm, other_gamma):.2f} nm")
print("checks complete")
```

Running it gives:

```
Pore diameter: 2.0 nm
Wall recombination probability: 0.0010 (no unit)
Temperature: 300 K
Radical mass: 16 u
Gas pressure: 10 Pa
Gas collision diameter: 0.3 nm
Gas mean free path: 1.04 mm
Mean chord / d: 1.000000 (no unit)
Mean square axial hop / d^2: 0.666667 (no unit)
Mean thermal speed: 630.1 m/s
Mean flight time: 3.174 ps
Knudsen diffusion coefficient: 4.200e-07 m^2/s
Wall-loss rate: 3.150e+08 1/s
Radical lifetime: 3.174 ns
Penetration depth L: 36.51 nm
Penetration depth L: 690 bohr
L if 2 nm were the radius: 73.03 nm
Random flights, number of radicals: 20000 (count)
Random flights, mean wall hits: 993 (count)
Random flights, L from variance: 36.8 nm
Integral equation, L fitted 0.5L to 3L: 36.48 nm
Same fit, gamma = 0.0001: 115.69 nm
Formula, gamma = 0.0001: 115.47 nm
Local decay length near 2L: 36.59 nm
Local decay length near 8L: 41.72 nm
At 1L = 36.5 nm: w/J = 3.439e-01, exp(-z/L) = 3.679e-01 (no unit)
At 2L = 73.0 nm: w/J = 1.261e-01, exp(-z/L) = 1.353e-01 (no unit)
At 4L = 146.1 nm: w/J = 1.742e-02, exp(-z/L) = 1.832e-02 (no unit)
At 8L = 292.1 nm: w/J = 4.000e-04, exp(-z/L) = 3.355e-04 (no unit)
Formula L for gamma = 0.01: 11.55 nm
Formula L for gamma = 0.10: 3.65 nm
checks complete
```
